# Forward-Volume Spin Waves and Their Long-Wavelength Group Velocity: a numerical check

```python
# RESULT UNDER TEST: fundamental forward-volume spin wave of a film magnetized
# along its normal, without exchange:
#   k d = 2 u tan(u),  omega^2 = omega_H^2 + omega_H omega_M sin(u)^2, 0<u<pi/2
# and group velocity -> omega_M d / 4 = gamma mu0 Ms d / 4 for k d -> 0.
# k: in-plane wavenumber, d: thickness, Ms: saturation magnetization,
# gamma: gyromagnetic ratio (positive), omega_M = gamma mu0 Ms,
# omega_H = gamma mu0 (H0 - Ms) with H0 the applied field along the normal.
# In the tests frequencies are in units of omega_M and lengths in units of d:
# x = k d, h = omega_H / omega_M.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def parameter_u(x):
    return brentq(lambda u: 2*u*np.sin(u) - x*np.cos(u), 0.0, np.pi/2,
                  xtol=1e-15)


def omega_formula(x, h):
    return np.sqrt(h*h + h*np.sin(parameter_u(x))**2)


def velocity_formula(x, h):
    u = parameter_u(x)
    return (h/(2*omega_formula(x, h))*np.cos(u)**2
            / (1 + 2*u/np.sin(2*u)))


N_LAYERS = 120
centres = (np.arange(N_LAYERS) + 0.5)/N_LAYERS


def dipole_matrix(x):
    distance = np.abs(centres[:, None] - centres[None, :])
    return 0.5*x*np.exp(-x*distance)/N_LAYERS


def layer_modes(x, h, exchange=0.0):
    """Eigenmodes of the linear torque equation of the layered film.
    exchange = gamma (2A/Ms) / (d^2 omega_M); free surfaces."""
    one = np.eye(N_LAYERS)
    lap = 2*one - np.eye(N_LAYERS, k=1) - np.eye(N_LAYERS, k=-1)
    lap[0, 0] = lap[-1, -1] = 1.0
    stiff = h*one + exchange*(x*x*one + N_LAYERS**2*lap)
    zero = np.zeros_like(one)
    torque = np.block([[zero, -stiff], [stiff + dipole_matrix(x), zero]])
    values, vectors = np.linalg.eig(torque)
    keep = np.where(values.imag > 0)[0]
    keep = keep[np.argsort(-values.imag[keep])]
    return values.imag[keep], vectors[:N_LAYERS, keep]


def top_frequency(x, h):
    return layer_modes(x, h)[0][0]


# --- susceptibility, from the nonlinear torque equation with a weak drive
h_test, w_test, drive = 0.7, 1.1, 1e-4
chi = h_test/(h_test**2 - w_test**2)
kappa = w_test/(h_test**2 - w_test**2)


def full_torque(t, m):
    return -np.cross(m, [drive*np.cos(w_test*t), 0.0, h_test])


start = np.array([chi*drive, 0.0, np.sqrt(1 - (chi*drive)**2)])
times = np.linspace(0, 30, 61)
run = solve_ivp(full_torque, (0, 30), start, t_eval=times,
                rtol=1e-10, atol=1e-13)
assert np.max(np.abs(run.y[0]/drive - chi*np.cos(w_test*times))) < 1e-3
assert np.max(np.abs(run.y[1]/drive - kappa*np.sin(w_test*times))) < 1e-3

# --- potential of a charged sheet with a cosine density, from Coulomb's law
height = 0.7
sheet = mp.quadosc(lambda r: mp.besselj(0, r)*r/(2*mp.sqrt(r*r + height**2)),
                   [0, mp.inf],
                   zeros=lambda n: mp.findroot(lambda r: mp.besselj(0, r),
                                               mp.pi*(n - 0.25)))
assert abs(sheet - mp.exp(-height)/2) < 1e-6

# --- dispersion, profile, order of modes and next mode, from the layered film
worst_dispersion = 0.0
for x in (0.05, 0.5, 1.0, 3.0):
    freqs, shapes = layer_modes(x, 0.7)
    error = abs(freqs[0]/omega_formula(x, 0.7) - 1)
    worst_dispersion = max(worst_dispersion, error)
    assert error < 2e-4          # layer error is of order (x/N_LAYERS)^2
    shape = shapes[:, 0]/shapes[N_LAYERS//2, 0]
    assert np.all(shape.real > 0)                     # no node
    cosine = np.cos(2*parameter_u(x)*(centres - 0.5))
    assert np.max(np.abs(shape/shape[N_LAYERS//2]
                         - cosine/cosine[N_LAYERS//2])) < 2e-3
    u_odd = brentq(lambda u: 2*u*np.cos(u) + x*np.sin(u), np.pi/2, np.pi)
    strength_odd = x*x/(x*x + 4*u_odd**2)
    strength_layers = (freqs[1]**2 - 0.49)/0.7
    assert abs(strength_layers/strength_odd - 1) < 5e-3
    average = dipole_matrix(x).sum()/N_LAYERS         # uniform profile
    uniform = 1 - (1 - np.exp(-x))/x
    assert abs(average - uniform) < 2e-4
    assert uniform < np.sin(parameter_u(x))**2
freqs, _ = layer_modes(0.02, 0.7)
for n in (1, 2, 3):
    strength = (freqs[n]**2 - 0.49)/0.7
    assert abs(strength/(0.02/(n*np.pi))**2 - 1) < 0.03   # next order is O(x)

# --- limiting group velocity and its first correction, at three fields
limit_slopes = []
for h in (0.2, 0.7, 2.0):
    slope = [(top_frequency(x, h) - h)/x for x in (0.002, 0.004)]
    limit_slopes.append(2*slope[0] - slope[1])
    assert abs(limit_slopes[-1] - 0.25) < 1e-4
    drop = [2*(1 - 4*(top_frequency(x, h) - h)/x)/x for x in (0.01, 0.02)]
    assert abs(2*drop[0] - drop[1] - (2/3 + 1/(4*h))) < 5e-3

# --- group velocity at finite k, and its monotonic fall
for x in (0.3, 1.0, 3.0):
    step = 0.01*x
    numeric = (top_frequency(x + step, 0.7)
               - top_frequency(x - step, 0.7))/(2*step)
    assert abs(numeric/velocity_formula(x, 0.7) - 1) < 3e-3
grid = np.linspace(0.01, 8, 300)
assert np.all(np.diff([velocity_formula(x, 0.7) for x in grid]) < 0)

# --- agreement of exact and uniform-profile strengths through second order
for x in (0.02, 0.04):
    exact = np.sin(parameter_u(x))**2
    assert abs(exact - (x/2 - x*x/6)) < 0.06*x**3
    assert abs(1 - (1 - np.exp(-x))/x - (x/2 - x*x/6)) < 0.06*x**3


# --- damping rate from the eigenvalue of the damped torque equation
def damped_rate(w_h, w_m, strength, alpha):
    left = np.array([[1.0, alpha], [-alpha, 1.0]])
    right = np.array([[0.0, -w_h], [w_h + w_m*strength, 0.0]])
    return -np.linalg.eigvals(np.linalg.solve(left, right)).real.max()


for strength in (0.03, 0.8):
    assert abs(damped_rate(0.7, 1.0, strength, 1e-3)
               / (1e-3*(0.7 + strength/2)) - 1) < 1e-4

# --- worked example: rough regime of garnet delay-line films
Ms, d, B0, wavelength, path = 140e3, 5e-6, 0.300, 500e-6, 10e-3
g_factor, alpha, A_ex, eps_sub = 2.0, 1e-4, 4e-12, 12.0
B_ani, heating, Ms_loss_per_K = 5e-3, 10.0, 0.002
gamma = g_factor*sc.physical_constants['Bohr magneton'][0]/sc.hbar
k = 2*np.pi/wavelength
x = k*d


def wave(Ms_value, B_extra=0.0, kd=x):
    w_m = gamma*sc.mu_0*Ms_value
    w_h = gamma*(B0 + B_extra - sc.mu_0*Ms_value)
    assert w_h > 0
    return (w_m*omega_formula(kd, w_h/w_m),
            w_m*d*velocity_formula(kd, w_h/w_m))


w_M = gamma*sc.mu_0*Ms
w_H = gamma*(B0 - sc.mu_0*Ms)
h = w_H/w_M
v_limit = w_M*d/4
w, v = wave(Ms)
u = parameter_u(x)
strength = np.sin(u)**2
first_order = 1 - x*(2/3 + 1/(4*h))
rate = damped_rate(w_H, w_M, strength, alpha)
delay = path/v
loss_dB = 20*np.log10(np.e)*rate*delay
linewidth = 2*rate/(2*np.pi)

# exchange: shift of the most uniform mode, and crossings with higher modes
ex = gamma*2*A_ex/Ms/d**2/w_M
f_ex, s_ex = layer_modes(x, h, ex)
overlap = np.abs(s_ex.sum(axis=0))/np.linalg.norm(s_ex, axis=0)
ex_shift = (f_ex[np.argmax(overlap)] - top_frequency(x, h))*w_M/(2*np.pi)
rise = (w - w_H)/(2*np.pi)
n_cross = np.sqrt((w - w_H)/(ex*w_M))/np.pi
n_even = max(2, 2*int(round(n_cross/2)))
higher = np.sqrt(2/N_LAYERS)*np.cos(n_even*np.pi*centres)
flat = np.ones(N_LAYERS)/np.sqrt(N_LAYERS)
coupling = abs(flat @ dipole_matrix(x) @ higher)
splitting = w_H*w_M*coupling/w/(2*np.pi)
assert abs(ex_shift) < 1e-3*rise
assert splitting < linewidth
retardation = eps_sub*(w/(sc.c*k))**2
assert retardation < 0.01
w_ani, v_ani = wave(Ms, B_ani)
w_hot, v_hot = wave(Ms*(1 - Ms_loss_per_K*heating))

print("TESTS")
print(f"largest relative dispersion error, layers: {worst_dispersion:.1e}")
print("limiting slope / (omega_M d), omega_H/omega_M = 0.2, 0.7, 2.0:")
print("  " + ", ".join(f"{s:.5f}" for s in limit_slopes))
print("INPUTS (round values)")
print(f"saturation magnetization Ms: {Ms/1e3:.0f} kA/m")
print(f"thickness d: {d*1e6:.1f} um")
print(f"applied field mu0 H0: {B0*1e3:.0f} mT")
print(f"wavelength: {wavelength*1e6:.0f} um")
print(f"path length: {path*1e3:.0f} mm")
print(f"g factor: {g_factor:.2f}")
print(f"Gilbert damping alpha: {alpha:.1e}")
print(f"exchange stiffness A: {A_ex*1e12:.1f} pJ/m")
print(f"substrate relative permittivity: {eps_sub:.0f}")
print(f"loss of Ms on heating: {100*Ms_loss_per_K:.1f} % per K")
print("RESULTS")
print(f"gamma: {gamma:.5e} rad/(s T)")
print(f"mu0 Ms: {sc.mu_0*Ms*1e3:.2f} mT")
print(f"internal field mu0(H0-Ms): {(B0-sc.mu_0*Ms)*1e3:.2f} mT")
print(f"omega_M: {w_M:.4e} rad/s")
print(f"omega_H: {w_H:.4e} rad/s")
print(f"omega_H/(2 pi): {w_H/(2*np.pi)/1e9:.4f} GHz")
print(f"limiting group velocity: {v_limit/1e3:.2f} km/s")
print(f"same in other unit: {v_limit*1e-3:.2f} um/ns")
print(f"k: {k:.4e} rad/m")
print(f"k d: {x:.5f}")
print(f"parameter u: {u:.5f} rad")
print(f"sin(u)^2: {strength:.6f}")
print(f"frequency: {w/(2*np.pi)/1e9:.4f} GHz")
print(f"rise above omega_H/(2 pi): {rise/1e6:.2f} MHz")
print(f"group velocity at this k: {v/1e3:.2f} km/s")
print(f"ratio to limit, exact: {v/v_limit:.4f}")
print(f"ratio to limit, first order in k d: {first_order:.4f}")
print(f"delay over path: {delay*1e9:.1f} ns")
print(f"amplitude decay rate: {rate:.3e} 1/s")
print(f"loss over path: {loss_dB:.2f} dB")
print("k d, frequency (GHz), group velocity (km/s):")
for kd in (0.01, 0.1, 1.0, 3.0):
    w_row, v_row = wave(Ms, 0.0, kd)
    print(f"  {kd:.2f}, {w_row/(2*np.pi)/1e9:.4f}, {v_row/1e3:.2f}")
print("NEGLECTED EFFECTS")
print(f"exchange frequency shift: {ex_shift/1e3:.3f} kHz")
print(f"thickness order at crossing: {n_cross:.2f}")
print(f"nearest even order: {n_even}")
print(f"estimated splitting there: {splitting/1e3:.1f} kHz")
print(f"full linewidth: {linewidth/1e3:.0f} kHz")
print(f"retardation measure eps (omega/ck)^2: {retardation:.1e}")
print(f"anisotropy field taken: {B_ani*1e3:.0f} mT")
print(f"  frequency shift: {(w_ani-w)/(2*np.pi)/1e6:.1f} MHz")
print(f"  velocity change: {100*(v_ani/v-1):.2f} %")
print(f"temperature rise taken: {heating:.0f} K")
print(f"  frequency shift: {(w_hot-w)/(2*np.pi)/1e6:.1f} MHz")
print(f"  velocity change: {100*(v_hot/v-1):.2f} %")
print("no test failed")
```

Output:

```
TESTS
largest relative dispersion error, layers: 2.2e-05
limiting slope / (omega_M d), omega_H/omega_M = 0.2, 0.7, 2.0:
  0.25000, 0.25000, 0.25000
INPUTS (round values)
saturation magnetization Ms: 140 kA/m
thickness d: 5.0 um
applied field mu0 H0: 300 mT
wavelength: 500 um
path length: 10 mm
g factor: 2.00
Gilbert damping alpha: 1.0e-04
exchange stiffness A: 4.0 pJ/m
substrate relative permittivity: 12
loss of Ms on heating: 0.2 % per K
RESULTS
gamma: 1.75882e+11 rad/(s T)
mu0 Ms: 175.93 mT
internal field mu0(H0-Ms): 124.07 mT
omega_M: 3.0943e+10 rad/s
omega_H: 2.1822e+10 rad/s
omega_H/(2 pi): 3.4731 GHz
limiting group velocity: 38.68 km/s
same in other unit: 38.68 um/ns
k: 1.2566e+04 rad/m
k d: 0.06283
parameter u: 0.17632 rad
sin(u)^2: 0.030769
frequency: 3.5480 GHz
rise above omega_H/(2 pi): 74.95 MHz
group velocity at this k: 36.31 km/s
ratio to limit, exact: 0.9389
ratio to limit, first order in k d: 0.9358
delay over path: 275.4 ns
amplitude decay rate: 2.230e+06 1/s
loss over path: 5.33 dB
k d, frequency (GHz), group velocity (km/s):
  0.01, 3.4853, 38.29
  0.10, 3.5902, 35.02
  1.00, 4.2872, 16.79
  3.00, 4.8978, 5.27
NEGLECTED EFFECTS
exchange frequency shift: 0.336 kHz
thickness order at crossing: 10.89
nearest even order: 10
estimated splitting there: 26.4 kHz
full linewidth: 710 kHz
retardation measure eps (omega/ck)^2: 4.2e-04
anisotropy field taken: 5 mT
  frequency shift: 140.0 MHz
  velocity change: 0.08 %
temperature rise taken: 10 K
  frequency shift: 97.0 MHz
  velocity change: -1.90 %
no test failed
```
